# First-order Mason–Schamp ion mobility from kinetic momentum balance, part 2

Dilute ions (mass $m$, charge $q>0$, velocity $\mathbf v$) drift steadily along a constant field $E$ in the $z$ direction. The gas atoms (mass $M$, density $N$) are in equilibrium at rest at temperature $T$. Collisions are binary, elastic and classical, with a central force. Equations are in SI form, and $k$ is Boltzmann's constant. The mobility is $K=v_d/E$, with drift speed $v_d=\langle v_z\rangle$.

The reduced mass is $\mu=mM/(m+M)$, the relative velocity $\mathbf g$ and the relative energy $\varepsilon=\mu g^2/2$. Primes mark values after a collision with deflection angle $\chi$, impact parameter $b$ and $d\sigma=b\,db\,d\phi$, where $\phi$ is the azimuth. The momentum-transfer cross section $Q_m$ and its thermal average $\Omega$, equal to $Q_m$ when that is constant, are given by

$$\int d\sigma\,(\mathbf g-\mathbf g')=\mathbf g\,Q_m(g),\qquad Q_m=2\pi\int_0^\infty(1-\cos\chi)\,b\,db, \tag{2}$$

$$\Omega(T)=\frac{1}{2(kT)^3}\int_0^\infty\varepsilon^2e^{-\varepsilon/kT}Q_m(\varepsilon)\,d\varepsilon. \tag{7}$$

A drifting Gaussian, expanded to first order in $v_d$, gives the first-order mobility

$$K_1=\frac{3q}{16N}\Big(\frac{2\pi}{\mu kT_{\rm eff}}\Big)^{1/2}\frac{1}{\Omega(T_{\rm eff})}. \tag{9}$$

It is solved self-consistently, using $v_d=K_1E$, with the closure

$$T_{\rm eff}=T+\frac{Mv_d^2}{3k}, \tag{11}$$

which is exact for constant $gQ_m$ and otherwise approximate. It limits the expansion parameter:

$$\frac{\mu v_d^2}{kT_{\rm eff}}<\frac{3\mu}{M}=\frac{3m}{m+M}. \tag{12}$$

Near zero field the ion distribution is $f_M(1+h)$, with $f_M$ the Maxwellian at $T$ and $h$ linear in $E$, so $v_d=\langle v_zh\rangle_0$. Here $\langle\cdot\rangle_0$ is the equilibrium average over ions and atoms. For any function $\phi(\mathbf v)$,

$$A(\phi,h)=\frac{qE}{kT}\langle v_z\phi\rangle_0,\quad A(\phi,h)=\frac N2\Big\langle g\!\int\! d\sigma\,(\phi-\phi')(h-h')\Big\rangle_0, \tag{13}$$

$$K\ge\frac{q}{kT}\,\frac{\langle v_z\phi\rangle_0^2}{A(\phi,\phi)}. \tag{14}$$

The choice $\phi=v_z$ gives $K\ge K_1$ at zero field.

The example in (g) has $m=30$ u, $M=40$ u, $T=300$ K, pressure 0.1 Torr, polarizability volume $\alpha=1.6$ Å$^3$ and potential minimum at $r_m=3.0$ Å, at zero field and at 1 and 3 V/cm.

Question (e), answered first, asks for the zero-field error of $K_1$ for rigid spheres when the ion is much lighter than the atom, and then for an estimate at comparable masses.

**Solution.** For $m/M\to0$ the atoms are at rest, $\mathbf g=\mathbf v$, and a collision keeps the ion speed. The linearized equation is then a balance at each velocity,

$$Nv\int d\sigma\,(h-h')=\frac{qE}{kT}v_z .$$

Try $h=c(v)v_z$. The factor $c(v)$ is unchanged in a collision, and (2) gives $NvQ_m\,c(v)\,v_z$ on the left. So $c=qE/(kTNvQ_m)$. For constant $Q_m$, the angular average $v_z^2\to v^2/3$ leads to

$$K=\frac{\langle v_zh\rangle_0}{E}=\frac{q\langle v\rangle_0}{3kTNQ_m},\qquad \langle v\rangle_0=\Big(\frac{8kT}{\pi m}\Big)^{1/2}.$$

With $\mu=m$ and $\Omega=Q_m$ in $K_1$,

$$\frac{K}{K_1}=\frac13\sqrt{\frac8\pi}\;\frac{16}{3\sqrt{2\pi}}=\frac{16}{9}\cdot\frac2\pi=\frac{32}{9\pi}\approx1.132. \tag{15}$$

The first-order formula is thus about 12% below the true mobility in this limit. The slow ions are accelerated for longer between collisions, and a single function $v_z$ cannot describe that.

For other masses the bound (14) can be improved. Use $\phi=\sum_ic_i\phi_i$ with $\phi_i=v_zv^{2i}$, and let $b_i=\langle v_z\phi_i\rangle_0$ and $A_{ij}=A(\phi_i,\phi_j)$. The ratio in (14) is largest for $\mathbf c\propto A^{-1}\mathbf b$, which gives

$$K_n=\frac{q}{kT}\,\mathbf b^{\mathsf T}A^{-1}\mathbf b .$$

A larger set of functions contains the smaller one, so $K_n$ cannot fall as $n$ grows. The averages were evaluated by Gaussian quadrature over the centre-of-mass and relative velocities, with isotropic scattering. Four functions give $K_4/K_1=1.117$ for rigid spheres at $m/M=10^{-4}$, still short of (15). For masses of 30 u and 40 u the ratio is 1.028. In that case the four-function correction is about 3%.

### (f) What is the cross section of a polarizable atom?

**Question.** An ion attracts an atom of polarizability volume $\alpha$ and is repelled at short range. Choose a simple potential with both features and reduce its deflection angle to a regular integral.

**Solution.** Take

$$V(r)=\frac D2\left[\Big(\frac{r_m}{r}\Big)^{12}-3\Big(\frac{r_m}{r}\Big)^4\right]. \tag{16}$$

Its derivative is proportional to $-12(r_m/r)^{12}+12(r_m/r)^4$, so the minimum lies at $r_m$, where $V=-D$.

The attractive part is fixed by electrostatics. The ion's field $q/(4\pi\varepsilon_0r^2)$ induces a dipole equal to $4\pi\varepsilon_0\alpha$ times the field. The energy of an induced dipole is minus half the product of dipole and field, $-\alpha q^2/(8\pi\varepsilon_0r^4)$. Equating this to $-3Dr_m^4/(2r^4)$ gives

$$D=\frac{\alpha q^2}{12\pi\varepsilon_0r_m^4}.$$

For the orbit, measure lengths in $r_m$ and let $e=\varepsilon/D$. With the orbit angle $\vartheta$, angular momentum conservation gives $r^2\dot\vartheta=gb$ in magnitude. Energy conservation gives $\dot r^2=g^2(1-b^2/r^2-V/\varepsilon)$. Dividing the two and integrating in and out again from the turning point $r_0$,

$$\chi=\pi-2b\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-b^2/r^2-V/\varepsilon}} .$$

Put $y=1/r$ and $w=y^2$. The expression under the root becomes

$$F(w)=1-b^2w+\frac{3w^2}{2e}-\frac{w^6}{2e}.$$

The atom arrives from $w=0$, so the turning point $w_0$ is the smallest positive root of $F$. Since $F(w_0)=0$, subtracting it from $F(w)$ allows the factor $w_0-w$ to be taken out:

$$F(w)=(w_0-w)P(w),\quad P=b^2-\frac{3(w_0+w)}{2e}+\frac1{2e}\sum_{j=0}^5w^jw_0^{5-j}.$$

Substitute $y=\sqrt{w_0}\sin\theta$. Then $dy=\sqrt{w_0}\cos\theta\,d\theta$ and $\sqrt{w_0-w}=\sqrt{w_0}\cos\theta$. These factors cancel, leaving

$$\chi=\pi-2b\int_0^{\pi/2}\frac{d\theta}{\sqrt{P(w_0\sin^2\theta)}}. \tag{17}$$

The singularity at the turning point is gone. One remains where $F$ has a double root at $w_0$, so that $P(w_0)=0$: the pair then spirals ever closer to a circular orbit without reaching it.

The orbiting condition is simple if the repulsion is dropped. Then $F=1-b^2w+3w^2/(2e)$ has a double root when $b^4=6/e$. In ordinary units the capture impact parameter is

$$b_c=r_m\Big(\frac{6D}{\varepsilon}\Big)^{1/4}, \tag{18}$$

and the double root $w=b^2e/3=2/b^2$ puts the orbit at $r=b_c/\sqrt2$. The capture cross section $\pi b_c^2$ varies as $\varepsilon^{-1/2}$. If $Q_m$ followed this law at all energies, $gQ_m$ would be constant and $K_1$ independent of temperature.

### (g) What mobility follows for an ion in a processing discharge?

**Question.** Evaluate the mobility for $m=30$ u, $M=40$ u, $T=300$ K, a pressure of 0.1 Torr, $\alpha=1.6$ Å$^3$ and $r_m=3.0$ Å, at zero field and at 1 and 3 V/cm. How good is the closure at finite field?

**Solution.** The reduced mass is 17.14 u and the gas density is $N=p/kT=3.219\times10^{15}$ cm$^{-3}$. The well depth is $D=0.0948$ eV, so $kT/D=0.273$.

The cross section was computed from (17) by the midpoint rule, with 2000 impact parameters at each of 55 energies from $10^{-3}D$ to $300D$. It was interpolated logarithmically between them. At $\varepsilon=kT$ it is 133 Å$^2$, which equals the capture value from (18) at this precision. The two need not agree so closely in general, because $Q_m$ weights every collision by $1-\cos\chi$ and includes those beyond $b_c$. The thermal average is much smaller, $\Omega(300\ \mathrm K)=81.9$ Å$^2$, because it samples higher energies, where $Q_m$ is smaller.

In SI units $\mu kT=1.179\times10^{-46}$ kg J, and

$$K_1=\frac{3(1.602\times10^{-19})}{16(3.219\times10^{21})}\;\frac{2.308\times10^{23}}{81.9\times10^{-20}}=2.63\ \mathrm{m^2/(V\,s)} .$$

This is $2.63\times10^4$ cm$^2$/Vs. The large value reflects the low density. Multiplying by $N/N_0$, with $N_0$ the density of an ideal gas at 273.15 K and one atmosphere, gives the reduced mobility 3.15 cm$^2$/Vs.

At finite field, the two equations for $K_1$ and $T_{\rm eff}$ were iterated together:

| Field (V/cm) | $T_{\rm eff}$ (K) | $\Omega$ (Å$^2$) | $v_d$ (m/s) | Reduced $K_1$ (cm$^2$/Vs) |
|---|---|---|---|---|
| 1 | 427 | 64.1 | 282 | 3.37 |
| 3 | 1989 | 24.5 | 1026 | 4.10 |

The last digits of the second row depend on the energy grid of the cross section: a grid about four times finer moves them to 1992 K, 24.4 Å$^2$ and 1027 m/s, while the first row and the zero-field values stay as shown. The first row can be followed by hand. The heating term is $Mv_d^2/3k=127$ K for $v_d=281.6$ m/s, which gives $T_{\rm eff}=427$ K. Compared with zero field, the mobility changes by

$$\Big(\frac{300}{427}\Big)^{1/2}\frac{81.9}{64.1}=0.838\times1.278=1.07 .$$

The mobility rises because $\Omega$ falls faster than $T_{\rm eff}^{-1/2}$.

The fields correspond to $E/N=31$ and 93 Td, where 1 Td is $10^{-21}$ V m$^2$. The parameter $\mu v_d^2/kT_{\rm eff}$ is 0.38 and 1.09 in the two cases, below the limit $3m/(m+M)=1.29$ from (12). It is not small, so the expansion alone does not guarantee accuracy.

A Monte Carlo swarm gives a direct comparison. It followed 20,000 ions through 400 possible collision events each and averaged over the last 250. Ions were accelerated between events, and atoms were drawn from the Maxwellian at 300 K. Scattering was isotropic with the same $Q_m(\varepsilon)$. The swarm thus examines the velocity closure, but not the effect of the true angular distribution. For a swarm of this size the statistical error of the drift speed is of order 1 m/s, so the percentages below are uncertain by a few tenths of a point.

The swarm drift speeds are 287 and 980 m/s. Relative to them, the first-order values are 1.7% low at 1 V/cm and 4.8% high at 3 V/cm. The second sign does not conflict with (14), which is a statement about zero field.

The effective temperatures obtained from $\mu\langle g^2\rangle/3k$ in the swarm are 438 and 1828 K. Equation (11) with the swarm's own drift speeds would give 432 and 1839 K. The energy relation therefore holds within 1.5% in these two runs. At 3 V/cm the larger discrepancy in the self-consistent $T_{\rm eff}$, 1989 K against 1828 K, comes mainly from the overestimated drift speed, which enters (11) squared.

### (h) What limits the result in a real discharge?

**Question.** Size the effects left out of the example, and compare its setting with a real process gas.

**Solution.** At zero field the kinetic truncation is a small matter here. With the example's $Q_m$, isotropic scattering and zero field, four velocity functions raise the mobility by 0.3% over $K_1$. This is less than for rigid spheres of the same masses.

The potential matters more. Change $r_m$ by 10% at fixed $\alpha$, so that $D$ changes as $r_m^{-4}$. At 1 V/cm the mobility falls by 8% for $r_m=2.7$ Å and rises by 10% for $r_m=3.3$ Å. The larger core distance makes the well shallower, and in this case the mobility increases.

The potential (16) also has no separate dispersion attraction $-C_6/r^6$. In atomic units its ratio to the polarization energy $-\alpha/(2r^4)$ is $2C_6/(\alpha r^2)$. For an assumed round value $C_6=60$ hartree bohr$^6$ the ratio is 0.35 at $r_m$ and 0.15 at 4.6 Å, the orbiting radius for $\varepsilon=kT$ when the repulsion is dropped. Dispersion is therefore not negligible. Its effect on $K$ was not computed, and a quantitative prediction for a given ion needs that ion's own interaction potential.

Classical mechanics is a reasonable starting point, since the reduced de Broglie wavelength $\hbar/(\mu\bar g)$ at the mean thermal relative speed $\bar g=(8kT/\pi\mu)^{1/2}$ is 2% of $r_m$.

The field must vary little over the distance in which an ion forgets its momentum. At 1 V/cm the relaxation rate is

$$\frac{q}{mK_1}=1.14\times10^6\ \mathrm{s^{-1}} .$$

With the thermal speed $(3kT/m)^{1/2}$ at the gas temperature, the relaxation length is 0.44 mm, or 1.5% of a 3 cm gap. Field heating makes the ions faster and this length larger: with the swarm's root-mean-square ion speed and the rate $qE/(mv_d)$ it is 0.6 mm at 1 V/cm and 1.6 mm at 3 V/cm. A local mobility is then sensible in the bulk. It fails near or in a sheath whose field changes appreciably over a millimetre or two.

Ion-ion collisions can be sized by the rate

$$\nu_{ii}=\frac{4\sqrt\pi}{3}\,n_ib_0^2\Big(\frac{kT}{m}\Big)^{1/2}\ln\frac{\lambda_D}{b_0},\qquad b_0=\frac{q^2}{4\pi\varepsilon_0kT},$$

a standard estimate for weakly coupled charges, with $\lambda_D$ the ion Debye length. For an assumed ion density $n_i=10^{10}$ cm$^{-3}$ and ions at the gas temperature, it is 10% of the relaxation rate above. Field heating of the ions lowers $\nu_{ii}$ and hence this share. Collisions among ions of one kind conserve their total momentum, so they add no direct friction. They can alter the mobility by reshaping the velocity distribution. In a discharge with several kinds of ion, those that drift at different speeds also exert friction on one another, which is not included here.

The parameters are round values in the rough regime of an argon-fed processing discharge. The atomic mass and polarizability are roughly those of argon, and the ion stands for a species other than the parent ion. A field near 1 V/cm is plausible in the plasma bulk, while 3 V/cm is more like the region approaching a sheath. A reduced mobility of a few cm$^2$/Vs has the right size for atomic ions in such a gas, but the value 3.15 is a property of the chosen potential and not a measurement.

Two assumptions are readily broken in a device. First, parent ions exchange charge resonantly with the atoms. This raises $Q_m$ and lowers the mobility, so the numbers above do not apply to them. Second, the gas may be hot. At 600 K, with the pressure held at 0.1 Torr and the field at 1 V/cm, the model gives $K_1=6.87\times10^4$ cm$^2$/Vs instead of $2.82\times10^4$ cm$^2$/Vs. Of this factor of 2.44, a factor of 2 comes from the halved density. The remaining 1.22 comes from the rise of $T_{\rm eff}$ from 427 to 1357 K. (A finer energy grid for the cross section moves these values to $6.88\times10^4$ cm$^2$/Vs and 1359 K.) The hotter gas supplies 300 K of that rise directly. The rest is stronger field heating, mainly because the same field now gives twice the $E/N$. For this example, a gas temperature uncertain by a factor of two outweighs the error of the first-order kinetic theory.
